\section*{Dielectric lifetime under sinusoidal field ripple in the exponential field model, part 2}

An insulating film is under a steady field with a ripple,
\begin{equation}
E(t)=E_0+E_1\sin(\omega t+\varphi),\qquad \omega=\frac{2\pi}{T},\qquad 0\le E_1<E_0 .
\label{eq:field}
\end{equation}
Here $E_1$ is half the peak-to-peak excursion, $T$ the ripple period and $\varphi$ the phase at which the stress begins. The damage $D$ is zero at the start and one at breakdown, and grows at the rate
\begin{equation}
\frac{dD}{dt}=\frac{1}{\tau_0}\,e^{\gamma E(t)} ,
\label{eq:rate}
\end{equation}
where $\tau_0$ is a time and $\gamma$, the field acceleration parameter, has the unit of an inverse field and belongs to the natural exponential. The temperature is constant, damage adds up without recovery and does not alter the field, and the rate follows the field without delay.

The steady field alone gives the mean-field lifetime $t_0=\tau_0e^{-\gamma E_0}$. With $x=\gamma E_1$ and $\theta=\omega t+\varphi$, the average of $e^{x\sin\theta}$ over one cycle, written with angle brackets, is the modified Bessel function $I_0(x)=\sum_{m=0}^{\infty}(x/2)^{2m}/(m!)^2$. The time of failure $t_F$ obeys
\begin{equation}
\left|\,t_F-\frac{t_0}{I_0(\gamma E_1)}\right|<T\qquad\text{for every }\varphi .
\label{eq:main}
\end{equation}

The expected lifetime in periods is $r=t_0/(T\,I_0(x))$, with whole part $N$, and failure falls in $NT\le t_F<(N+1)T$. With $t_F=NT+s$, the time $s$ spent in the last period satisfies
\begin{equation}
s\ge (r-N)\,T\,I_0(x)\,e^{-x}.
\label{eq:short}
\end{equation}
\begin{equation}
T-s\ge (N+1-r)\,T\,I_0(x)\,e^{-x}.
\label{eq:long}
\end{equation}

The equivalent steady field $E_{\rm eq}$ causes damage at the same average rate as the rippled field. The share of damage done while the field exceeds its mean is
\begin{equation}
p_+=\frac{I_0(x)+L_0(x)}{2I_0(x)} ,
\label{eq:share}
\end{equation}
with $L_0$ the modified Struve function of order zero. If $E_0=0$ and the damage follows $|E|$, the cycle average is $I_0(x)+L_0(x)$.

\section{A low-k test structure and the limits of the result}

The symbols carried over are the steady field $E_0$, the ripple amplitude $E_1<E_0$, the period $T$ and angular frequency $\omega=2\pi/T$, the field acceleration $\gamma$, the ripple strength $x=\gamma E_1$, and the mean-field lifetime $t_0=\tau_0e^{-\gamma E_0}$. With a damage rate proportional to $e^{\gamma E}$, the lifetime under ripple is $t_0/I_0(x)$ to within one period. The equivalent steady field is $E_0+\ln I_0(x)/\gamma$. For weak ripple $I_0(x)\approx1+x^2/4$.

Take an accelerated test of a porous organosilicate (SiCOH) dielectric between two copper lines. The gap is 20 nm, the mean voltage 8.0 V, the ripple amplitude 1.0 V and its frequency 100 Hz. The field acceleration is set to $\gamma=4.0$ cm/MV and the mean-field lifetime to $t_0=10\,000$ s. These are round model parameters. Since 1 V/nm equals 10 MV/cm, the fields are
\begin{equation}
E_0=\frac{8.0\ \mathrm{V}}{20\ \mathrm{nm}}=4.0\ \mathrm{MV/cm},\qquad
E_1=\frac{1.0\ \mathrm{V}}{20\ \mathrm{nm}}=0.50\ \mathrm{MV/cm},
\end{equation}
and the ripple strength is $x=4.0\times0.50=2.0$. With $x/2=1$ the series for the Bessel function is a sum of inverse squared factorials,
\begin{equation}
I_0(2)=1+1+\frac14+\frac1{36}+\frac1{576}+\dots=2.280 .
\end{equation}
A direct summation of $e^{2\sin\theta}$ over equally spaced phases gives 2.279585, which agrees with the Bessel function in all printed digits. The lifetime with ripple is
\begin{equation}
\frac{t_0}{I_0(2)}=\frac{10\,000\ \mathrm{s}}{2.280}\approx4390\ \mathrm{s}=1.22\ \mathrm{h}.
\end{equation}
An amplitude of one eighth of the mean voltage thus removes 56\% of the life. The period of 0.01 s is about two millionths of this lifetime, so the incomplete last cycle is of no consequence.

At $x=2$ neither limiting form is accurate. The weak-ripple form $1+x^2/4$ gives 2.00, which is 12\% below $I_0$, and the strong-ripple form $e^x/\sqrt{2\pi x}$ gives 2.08, which is 9\% below it. The half cycle above the mean field does 92.5\% of the damage. If the steady field were removed and damage followed $|E|$, the cycle average would be 4.22 instead of 2.28.

The equivalent steady field is
\begin{equation}
E_{\rm eq}=4.0+\frac{\ln2.280}{4.0}=4.0+0.206=4.206\ \mathrm{MV/cm},
\end{equation}
or 8.41 V across the gap. The rms field is only 4.016 MV/cm, and a lifetime computed from it would be 9395 s, too long by a factor of 2.1. The lifetime at the peak field of 4.5 MV/cm is 1353 s, too short by a factor of 3.2. The excess of the equivalent field over the mean field is 13 times that of the rms field. The weak-ripple ratio $\gamma E_0$ would be 16, and the difference arises mainly because $\ln I_0(2)=0.824$ whereas its leading term $x^2/4$ is 1.

A tolerance for the ripple follows from the allowed loss of life. For a loss of 10\%, with the mean field held fixed, $I_0(x)=1/0.9$ is required. The numerical solution is $E_1=0.164$ MV/cm, or 0.33 V across this gap. The leading term gives nearly the same: $x^2/4=0.111$ means $x=0.667$ and $E_1=0.167$ MV/cm. The condition is one on $\gamma E_1$. In a gap twice as wide with the same $\gamma$, the same loss would allow twice the ripple voltage.

Slow ripple brings out the role of the starting phase. Let the period be 1000 s and keep everything else. The expected lifetime is then $r=4.387$ periods, so that $N=4$ and failure must fall between 4000 and 5000 s. The sharper inequalities of the first section use $I_0e^{-x}=2.2796/7.3891=0.3085$. The fifth period has to supply the fraction 0.387 of a full period's damage, which takes at least $0.387\times1000\times0.3085\approx119$ s. The damage remaining until its end is the fraction 0.613, which takes at least 189 s. Hence $t_F$ lies between 4119 and 4811 s. Integration of the damage for 24 equally spaced starting phases gives lifetimes from 4127 to 4780 s. The shortest belong to starting phases for which the fifth period opens shortly before a crest. The longest belong to phases for which it opens shortly after one, so that the next crest comes only near its end.

The exponential law is one of several in use for dielectric breakdown. To see how much depends on it, let the rate be proportional to $R(E)=e^{g(E)}$ with a general function $g$ whose slope at the mean field is $g'(E_0)=\gamma$. Expand $R$ about $E_0$ in powers of $E_1\sin\theta$ and average. The linear and cubic terms vanish, and $\langle\sin^2\theta\rangle=1/2$, which together with the factor $1/2$ of the Taylor series gives
\begin{equation}
\frac{\langle R\rangle}{R(E_0)}=1+\frac{E_1^2}{4}\frac{R''(E_0)}{R(E_0)}+O(E_1^4).
\end{equation}
From $R'=g'R$ follows $R''=(g''+g'^2)R$, so that
\begin{equation}
\frac{\langle R\rangle}{R(E_0)}=1+\frac{E_1^2}{4}\left[\gamma^2+g''(E_0)\right]+O(E_1^4).
\label{eq:general}
\end{equation}
For the exponential law $g''=0$, and the leading term of $I_0$ returns. Three other laws, matched in slope at $E_0$, are
\begin{align}
g&=2\gamma\sqrt{E_0E}, & g'&=\gamma\sqrt{E_0/E}, & g''(E_0)&=-\frac{\gamma}{2E_0},\nonumber\\
g&=\gamma E_0\ln E, & g'&=\gamma E_0/E, & g''(E_0)&=-\frac{\gamma}{E_0},\label{eq:laws}\\
g&=-\gamma E_0^2/E, & g'&=\gamma E_0^2/E^2, & g''(E_0)&=-\frac{2\gamma}{E_0}.\nonumber
\end{align}
They are the square-root law, the power law with exponent $\gamma E_0$, and the reciprocal law. In the power law a constant in $g$ that fixes the unit of field has been dropped, since it cancels in the ratio. Relative to $\gamma^2$ the curvature terms are $1/(2\gamma E_0)$, $1/(\gamma E_0)$ and $2/(\gamma E_0)$ in magnitude, which for $\gamma E_0=16$ is 3\%, 6\% and 12.5\%.

The sign of the change can be established for ripple of any strength that keeps the field positive. All three functions $g$ are concave, and a concave function lies nowhere above its tangent, so $g(E)\le g(E_0)+\gamma(E-E_0)$. Exponentiating and averaging gives $\langle R\rangle/R(E_0)\le I_0(\gamma E_1)$. At equal local slope the exponential law therefore assigns the greatest harm to the ripple among these four. For the example the averages are 2.19, 2.11 and 1.97 in the order of \eqref{eq:laws}, against 2.28. With the same $t_0$ the lifetimes are about 4560, 4730 and 5070 s. The choice of law thus moves the test result by up to 16\% in lifetime.

Far from the test field the choice matters much more. Consider a use-like voltage of 0.70 V across the same gap with a ripple amplitude of 0.07 V. The fields are 0.35 and 0.035 MV/cm. If the exponential law holds there with the same $\gamma$, then $x=0.14$ and $I_0=1.0049$, a loss of half a percent. The other laws, still matched at 4.0 MV/cm, have become steeper at the low field. Their slopes from \eqref{eq:laws} at 0.35 MV/cm are about 14, 46 and 520 cm/MV, and the products with the ripple amplitude are 0.47, 1.6 and 18. Averaging the rates over a cycle gives a loss of life of about 5\% for the square-root law and about 40\% for the power law. For the reciprocal law nearly all of the life is lost, and the expansion \eqref{eq:general} is useless. The statement that a 10\% supply ripple costs only a small fraction of the life at use voltage is therefore conditional on the exponential law, and a test near 4 MV/cm alone does not establish it. These losses are fractions of very different lifetimes, however. Extrapolated from the same $t_0$ at 4.0 MV/cm, the lifetimes with ripple are about $2\times10^{10}$ s for the exponential law and about $6\times10^{13}$, $5\times10^{20}$ and $10^{70}$ s for the other three. The laws that are more sensitive to the ripple also predict far longer lives, and the exponential law remains the most pessimistic of the four.

The assumption of an immediate response can also be relaxed. Suppose that the rate follows an effective field $E_0+E_1u(t)$, where $u$ approaches the ripple with a relaxation time $\tau_r$:
\begin{equation}
\tau_r\frac{du}{dt}+u=\sin\omega t .
\end{equation}
Write the right side as the imaginary part of $e^{i\omega t}$ and try $u=\mathrm{Im}\,(c\,e^{i\omega t})$. Then $(1+i\omega\tau_r)c=1$, and since $1+i\omega\tau_r$ has the magnitude $\sqrt{1+\omega^2\tau_r^2}$ and the phase $\delta=\arctan\omega\tau_r$,
\begin{equation}
u(t)=\frac{\sin(\omega t-\delta)}{\sqrt{1+\omega^2\tau_r^2}} .
\end{equation}
The general solution adds a term that decays as $e^{-t/\tau_r}$ and is irrelevant for lifetimes much longer than $\tau_r$. The phase shift drops out of the cycle average, and the lifetime becomes
\begin{equation}
t_F\approx\frac{t_0}{I_0(x_r)},\qquad x_r=\frac{\gamma E_1}{\sqrt{1+\omega^2\tau_r^2}} .
\label{eq:lag}
\end{equation}
A sluggish response makes the ripple less harmful, and once $\omega\tau_r$ is large compared with both one and $\gamma E_1$, so that $x_r\ll1$, the film feels practically the mean field alone. In the example a relaxation time of 0.19 ms, for which $\omega\tau_r=0.12$, lowers $I_0$ by 1\%. Whether the damage process has such a delay is not decided by the model. A dependence of the ripple lifetime on frequency, at fixed amplitude and temperature and with many periods per lifetime, would be a sign of it but not a proof, since recovery during the troughs could also depend on frequency.

The charging of the lines obeys the same equation if they are treated as one resistance in series with one capacitance. Rough values of $10^4\ \Omega$ and 10 pF give a time constant of $10^{-4}$ ms. This is about 1900 times shorter than the delay that matters at 100 Hz. For these values the voltage across the gap would cause a 1\% reduction of $I_0$ only near 190 kHz.

As a rough guide, accelerated tests of such dielectrics use fields of several MV/cm and find field accelerations of a few cm/MV, so the steady part of the example is in the usual regime. The ripple is not: an amplitude of 1 V is far larger than that of a stabilized laboratory source and was chosen to make the effect plain. The peak field is 0.64 of a rough immediate breakdown field of 7 MV/cm, which leaves room for gradual wear-out. The example also assumes a uniform gap, which real interconnects do not have exactly. Let the lines approach each other to 18 nm at one place, with the voltages held fixed and $\gamma$ the property of the material. The local fields rise by the factor $20/18=1.11$. The steady lifetime there is shorter by $e^{16\times0.111}=5.9$, and the ripple factor increases from 2.28 to 2.67, or by 17\%. If $\gamma$ was instead obtained from the same structure by plotting the logarithm of life against the nominal field, and the narrow place governs all failures, the measured slope already contains the factor 1.11. The nominal ripple field is then the right one to use with it.

Other neglected effects alter the absolute lifetime but can cancel in the ratio of two tests. A sheet of trapped charge in the middle of the gap, with $N_t$ elementary charges $e$ per area, makes the field jump by $eN_t/(\varepsilon_0\varepsilon_r)$. At fixed voltage the field changes in the two halves of the gap must cancel in the integral, so each is half the jump:
\begin{equation}
\Delta E=\pm\frac{eN_t}{2\varepsilon_0\varepsilon_r} .
\end{equation}
For $N_t=10^{11}\ \mathrm{cm^{-2}}$ and $\varepsilon_r=3.0$ this is 0.030 MV/cm, and the rate on the side of higher field increases by 13\%. A charge that is the same and constant in both tests multiplies both rates equally and leaves their ratio at $I_0(x)$. A charge that builds up differently under ripple does not cancel.

Temperature acts in the same manner. If the lifetime at the test field varies as $e^{E_a/k_BT_s}$, with $T_s$ the sample temperature and $k_B$ the Boltzmann constant, its fractional change per kelvin has the magnitude $E_a/(k_BT_s^2)$. A rough activation energy of 0.6 eV at 398 K gives 4.4\% per kelvin. A common temperature error drops out of the ratio if $\gamma$ is taken at the actual temperature, but a difference of 1 K between the steady and the rippled test shifts it by 4.4\%.

Heating by the leakage current is negligible within the gap. A rough current density of $10^{-4}\ \mathrm{A/cm^2}$ at 4.0 MV/cm releases the power density $q=400\ \mathrm{W/cm^3}$. Between lines at fixed temperature a distance $d$ apart, with thermal conductivity $\kappa$, the heat equation $\kappa\,d^2\Theta/dz^2=-q$ for the temperature rise $\Theta$ has a parabolic solution that vanishes at both lines and reaches $qd^2/(8\kappa)$ in the middle. For $\kappa=0.3$ W/(m K) this is $7\times10^{-8}$ K. The estimate leaves out any warming of the lines themselves.

For the example, then, the other field laws lower the ripple factor of about 2.3 by 4 to 14\%, and the narrow place in the gap raises it by 17\% if $\gamma$ is the property of the material, each taken by itself. Processes with a longer memory, such as the drift of copper ions into the dielectric or recovery during the troughs, lie outside the damage law and are not covered by this estimate. The main computed values are collected in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
gap: 20 nm
mean voltage: 8.0 V
ripple amplitude: 1.0 V
ripple frequency: 100 Hz
gamma: 4.0 cm/MV
steady field E0: 4.00 MV/cm
ripple field E1: 0.50 MV/cm
x = gamma E1: 2.00
mean-field lifetime t0: 10000 s
prefactor tau0: 8.886e+10 s
cycle average by summation: 2.279585
I0(x): 2.279585
small-x form 1+x^2/4: 2.0000
large-x leading form: 2.0844
lifetime with ripple: 4386.8 s
lifetime with ripple: 1.219 h
one period / lifetime: 2.28e-06
equivalent steady field: 4.2060 MV/cm
equivalent steady voltage: 8.412 V
rms field: 4.0156 MV/cm
lifetime at rms field: 9395 s
lifetime at peak field: 1353 s
damage share, upper half cycle: 0.9250
factor for zero mean, |E| law: 4.2170
ripple costing 10% of life: 0.1644 MV/cm
same as voltage: 0.329 V
slow ripple period: 1000 s
slow ripple, shortest life: 4127 s
slow ripple, longest life: 4780 s
use-like voltage: 0.70 V
use-like ripple amplitude: 0.07 V
use-like factor I0: 1.00491
factor, square-root law: 2.1934
factor, power law: 2.1139
factor, reciprocal law: 1.9720
narrow gap: 18 nm
factor I0 at narrow gap: 2.6721
steady life cut there: 5.92 times
relative permittivity (rough): 3.0
trapped sheet at mid-gap: 1e+11 cm^-2
its field shift: 0.0302 MV/cm
its rate factor: 1.128
activation energy (rough): 0.6 eV
test temperature: 398.15 K
life change per kelvin: 4.39 %
leakage (rough): 1e-04 A/cm^2
thermal conductivity (rough): 0.3 W/(m K)
self-heating in gap: 6.7e-08 K
delay lowering I0 by 1%: 0.192 ms
line resistance (rough): 1e+04 ohm
line capacitance (rough): 10 pF
line charging time: 1.0e-04 ms
peak field: 4.50 MV/cm
immediate breakdown (rough): 7 MV/cm
peak / breakdown field: 0.64
\end{verbatim}
